Scattering-matrix conductivity of a disordered Dirac cone

In double precision, multiplying transfer matrices gives a wrong conductance once the sample is so long that rounding errors in the growing waves swamp the open channels. In a strip 1500 Å long and 600 Å wide, with nine transverse modes and the smooth potential given below, the raw product gives G = 2×10⁻¹³ e²/h. Concatenating scattering matrices for the same slices gives G = 1.000000 e²/h. The raw product has lost an open channel among exponentially large numbers. Its tiny value is rounding noise and can differ between machines; with 60-digit arithmetic the same product also gives 1.000000 e²/h. This note derives the stable scheme and uses it to follow the conductivity of one disordered Dirac cone as its length grows.

**Model and scope**

The Hamiltonian is H = v σ·p + V(r), at zero energy and zero mean potential. The algebra uses ħ = e = 1 and u = V/v. The potential is real, scalar and Gaussian, with

⟨u(r)u(r′)⟩ = K0 exp(−|r−r′|²/2ξ²)/(2πξ²).

K0 is the dimensionless disorder strength and ξ the correlation length. The sample has length L along x and width W along y, and σ = GL/W. There is no magnetic field, mass term, second cone or electron interaction.

A clean cone has constant conductivity, so logarithmic growth can be claimed for nonzero disorder at most. Perturbation theory gives a logarithm once σ ≫ e²/h and L exceeds the mean free path. At weak disorder a crossover comes first. The simulations below show growth at four strengths; they are not a proof for every strength and length.

**From the Dirac equation to slices**

At zero energy,

−iσx ∂xψ − iσy ∂yψ + uψ = 0.

Multiply from the left by iσx and use σxσy = iσz:

∂xψ = −iσz ∂yψ − iσx uψ.

On a wave exp(iqy) the first term becomes qσz. The rotation (σx+σz)/√2 exchanges σx and σz, so the rotated spinor Φ obeys

∂xΦ = AΦ,  A = qσx − iσz u.

Here q is diagonal in the transverse modes and u is a matrix between them. The current density is vΦ†σzΦ. It is conserved because A†σz + σzA = q(σxσz+σzσx) + iu − iu = 0. In heavily doped leads a large constant potential dominates q, so the lead modes are eigenvectors of σz: the upper component moves right, the lower left.

Without potential, a slice of thickness d has

exp(qdσx) = cosh(qd) + σx sinh(qd).

For a unit wave from the left, the lower component must vanish on the right: 0 = sinh(qd) + r cosh(qd). Hence r = −tanh(qd). The transmitted amplitude is cosh(qd) + r sinh(qd) = 1/cosh(qd). A wave from the right has the same transmission and r′ = +tanh(qd). Define the diagonal matrices

B = tanh(qd),  C = 1/cosh(qd).

Now concentrate the potential of one slice in a thin kick. The term −iσz u multiplies right movers by exp(−iud). For left movers it gives Φ₋(right) = exp(iud)Φ₋(left), so a wave travelling left also gains exp(−iud). A kick does not reflect. With N grid points y_j = jW/N and F_jm = exp(iq_m y_j)/√N, both directions acquire

P = F† exp(−iud) F.

**Concatenation**

Let R be the reflection matrix of the finished part, seen from the right. A kick added on the right is crossed twice:

R → P R P.

Next add a free slice. A vector b enters from the right. In the gap between the two parts let a move right and c move left. Then

a = Rc,  c = Cb − Ba.

Eliminating c gives (1+RB)a = RCb. The outgoing wave is Bb + Ca, hence

R → B + C(1+RB)⁻¹RC.

The full scattering matrix is unitary. The block row for waves leaving on the right gives tt† + RR† = 1, so in units of e²/h

G = Tr tt† = N − Tr RR†.

R alone therefore suffices. Since doped leads can be attached after any slice, one run gives G at every intermediate length.

Kicks at x = d, 2d, …, L−d complete the sample. Half-kicks at the two ends would make the splitting symmetric, but they multiply lead waves by unitary matrices and leave G unchanged. The local error is then of order d³, and the error at fixed L of order d².

Pseudocode:

  choose W, N, d and boundary condition
  q = 2π(m+θ)/W; B = tanh(qd); C = 1/cosh(qd)
  R = B; record L = d, G = N − sum |R_ij|²
  for each further slice:
    f_j = exp(−i u(x,y_j) d)
    M = F R F†
    M_jk = f_j M_jk f_k
    R = F† M F
    solve (1 + R B) Z = R C
    R = B + C Z
    record L, G and σ = G L/W

Periodic boundaries have θ = 0 and antiperiodic ones θ = 1/2. Fast Fourier transforms perform both changes of basis. The extra phase of the antiperiodic basis is diagonal on the grid, commutes with f, and cancels between the two changes.

To make the potential, draw independent unit normal numbers on a grid with cell area da, where a = W/N. Multiply their discrete Fourier transform by the square root of K0 exp(−k²ξ²/2)/(da) and transform back. This spectrum is the Fourier transform of the stated correlator.

**Cost and stability**

The transforms cost order N² log N per slice and the linear solve order N³. Memory is of order N². At fixed slice thickness, grid spacing and aspect ratio, both N and the slice count grow as L, so one sample costs order L⁴. Different samples are independent and can run in parallel.

Unitarity gives ‖R‖ ≤ 1. Since ‖B‖ < 1 for finite qd,

‖(1+RB)⁻¹‖ ≤ 1/(1−‖B‖).

The solve is thus well defined, but thick slices push ‖B‖ towards one and weaken this bound. Keep the largest qd of order one or two.

A transfer matrix has the lower-right block M₋₋, and transmission from the right is its inverse. Its entries can grow as exp(|q|L), while open channels correspond to singular values near one. In double precision the small singular values disappear. For the largest production sample below, the growth factor at the momentum cutoff is about 10⁵⁴.

The opening example uses ξ = 100 Å, slices of 0.25ξ and, with x in units of ξ and α = 2πy/W,

uξ = 1.1 cos(α+0.7x) + 0.8 sin(2α−1.3x) + 0.3 cos x.

For the same width and potential but L = 2ξ, a high-order Runge–Kutta integration of the Dirac equation on the same nine-point transverse grid gives G = 1.236465 e²/h. Slices of 0.05ξ give 1.236681 and slices of 0.025ξ give 1.236519. The errors are 0.000216 and 0.000054, a ratio of four, as second order requires. Extrapolation gives (4×1.236519 − 1.236681)/3 = 1.236465. This tests the slicing, not the number of modes: with 17 or 31 modes the integration gives 1.236997, a shift of 0.0005.

**The clean limit**

Without kicks the slices combine to T_q = 1/cosh²(qL). For W ≫ L,

σ = (L/W)(W/2π)∫dq/cosh²(qL) = 1/π,

because the integral is 2/L. For finite width, Poisson summation gives

σ = (1/π)[1 + 2 Σ_{k≥1} cos(2πkθ) z_k/sinh z_k],  z_k = πkW/(2L).

The k = 1 terms have opposite signs for periodic and antiperiodic boundaries. Averaging the two removes them, along with all other odd k. At W = 8000 Å and L = 1600 Å the averaged recursion gives 0.3183 e²/h, which is 1/π to the digits shown.

**A channel that disorder cannot close**

Let J reverse the sign of q. For a free slice BJ is antisymmetric, because tanh is odd. This property survives both updates.

The elements of P depend on the difference of its two momenta, so JPᵀJ = P and JPJ = Pᵀ. With X = RJ, a kick gives X → PXPᵀ, which is again antisymmetric. For a free slice set K = JB, also antisymmetric. Since C commutes with J,

X → BJ + C(1+XK)⁻¹XC.

The transpose of (1+XK)⁻¹X is −X(1+KX)⁻¹ = −(1+XK)⁻¹X, so antisymmetry is preserved.

Periodic boundaries have q = 0 plus pairs ±q, hence odd N. Then det X = det Xᵀ = (−1)ᴺ det X = −det X, so det X = 0. Some incoming wave has no reflection, and G ≥ e²/h for any strength of this scalar disorder. In the periodic production runs the smallest reflection amplitude is below 5×10⁻¹⁵, which is rounding.

This rules out G → 0 on the periodic strip. It does not give a logarithm: at fixed aspect ratio the bound on σ is a constant. With antiperiodic boundaries N is even and the argument gives no such channel.

**Where the logarithm comes from**

Consider a doped cone with white-noise disorder and many wavelengths per mean free path. Let ε be the energy from the Fermi level, n the direction of momentum, ν the density of states and τ the lifetime. The projector on the band that crosses the Fermi level is P(n) = (1+n·σ)/2, and

g^{R,A} = P(n)/(−ε ± iγ),  γ = 1/(2τ).

With disorder correlator w, the self-energy is −iπνw/2, because the angular average of P is 1/2. Thus w = 2γ/(πν) = 1/(πντ).

An impurity line across a current vertex Γσx gives

wν(π/γ)Γ⟨PσxP⟩ = 2Γ⟨n_x P⟩ = Γσx/2.

So Γ = 1+Γ/2 and Γ = 2. The Kubo bubble, in e²/h, is 2v²ν⟨n_x²⟩π/γ = 2πνv²τ. Comparison with 2πνD gives D = v²τ.

Interference between a path and its reverse is described by a ladder of two lines with total momentum Q:

wΠ = 2⟨P(n)⊗P(−n)/(1+ivτQ·n)⟩.

At Q = 0 this is ½[1 − ½(σx⊗σx+σy⊗σy)]. Its eigenvalue is 1 for the spin singlet |s⟩ and 0, ½, ½ for the triplets. Hence the singlet alone gives a pole.

Set κ = vτQ. From P(n)⊗P(−n)|s⟩ = ½(|s⟩ + n·σ⊗1|s⟩), the singlet element of 1−wΠ is κ²/2. The coupling to the triplet along Q is iκ/2 in each direction, and that triplet has 1−wΠ = ½. Eliminating it adds −(iκ/2)²/½ = κ²/2. The summed ladder is therefore

Λ ≈ w|s⟩⟨s|/κ².

Close this ladder with two current vertices at opposite momenta. The energy integral is

ν∫dε/(ε²+γ²)² = πν/(2γ³) = 4πντ³.

Multiplying by w/κ² gives 4/(v²Q²). For the spin part write s = iσy/√2. The closed trace has the form Tr[X s Yᵀ s], where X and Y now denote the spin matrices at the two ends. For Y = P(−n), sYᵀs = −½P(n), so the trace with X = P(n) is −½. The vertices give 4v²n_x(−n_x). Their product averages to v², and the bare box is 4/Q².

Two more boxes have the same singularity. Each has an extra impurity line joining either the two retarded or the two advanced parts. For the retarded case, each end contains

∫dε g^A(g^R)² = −iπ/(2γ²),

with g here the scalar factors. Squaring and multiplying by wν² gives −πν/(2γ³), minus the bare energy factor. The spin matrices are X = P(n)P(−n′) and Y = P(−n)P(n′). Then sYᵀs = −½P(−n′)P(n), and the trace is −(1−n·n′)/4. Multiplication by 4v²n_xn′_x and averaging gives v²⟨n_xn′_x n·n′⟩ = v²/4. Each added box is −1/Q²; the advanced one follows by complex conjugation. Therefore

δσ = (e²/h)∫d²Q/(2π)² (4−1−1)/Q²
= (e²/πh) ln(L/ℓ).

The integral runs from about 1/L to 1/ℓ, with ℓ the mean free path. The sign is positive because the singlet trace is negative and so is the product of opposite velocities. The predicted slope is dσ/dlnL = 0.318 e²/h.

Using this slope at zero mean energy with smooth disorder assumes that a large-σ sample is governed at long distances by diffusion and the same time-reversal symmetry. The computed values of σ are near e²/h, so agreement there is a comparison outside the safe range of the expansion.

**Worked example**

Take ħv = 3 eV Å, ξ = 100 Å and W = 8000 Å. Slices are 50 Å thick. Periodic samples have 99 modes and antiperiodic samples 100. For each K0 there are six pairs, one sample of each kind, with independent potentials. The width stays fixed while L grows, so W/L falls from 20 to 2.5. Different lengths come from the same samples and their errors are correlated.

Mean conductivities in e²/h at L = 400, 800, 1600 and 3200 Å are:

K0 = 1: 0.349, 0.373, 0.437, 0.458
K0 = 2: 0.412, 0.508, 0.632, 0.866
K0 = 4: 0.503, 0.672, 0.850, 1.090
K0 = 8: 0.679, 0.852, 1.029, 1.265

The growth from first to last length, with its standard error over pairs, is 0.108 ± 0.017, 0.455 ± 0.105, 0.588 ± 0.062 and 0.586 ± 0.038 e²/h. It is positive by more than four standard errors in each case, though six pairs determine the errors themselves roughly.

A straight line in ln L, fitted from 800 to 3200 Å with equal weight per logarithmic interval, has these slopes in e²/h:

K0 = 1: 0.06 ± 0.02
K0 = 2: 0.26 ± 0.06
K0 = 4: 0.30 ± 0.06
K0 = 8: 0.36 ± 0.05

With six pairs the last three lie within about one standard error of 0.318, but for K0 = 2 this reflects the large error: 98 independent pairs on the same grid give 0.238 ± 0.010, clearly below 0.318, while 24 pairs at K0 = 8 give 0.328 ± 0.025. The first is further off: at K0 = 1 the conductivity rises only from 1.1 to 1.4 times the clean value over the full range of lengths, and its fitted slope is about one fifth of 0.318. This fits a ballistic crossover, but these lengths do not show its end.

For K0 = 4 successive doublings of L add 0.169, 0.178 and 0.240 e²/h. The predicted increment is (1/π) ln 2 = 0.221 e²/h. The data are compatible with a logarithm, but a factor of four in fitted length cannot exclude other slow laws. Contact resistance and the changing aspect ratio may also affect the slopes.

At K0 = 4 and L = 3200 Å the result is 1.09 e²/h, or 42 μS.

Slice thickness was varied separately at K0 = 8, L = 1600 Å and W = 4000 Å, with 16 antiperiodic samples. The same potentials gave 1.200 e²/h with 50 Å slices and 1.153 e²/h with 25 Å slices. The shift, 0.046 ± 0.044 e²/h, is about 4% of the finer result and not clearly resolved from zero. These means differ from the table's 1.029 e²/h; the width and boundary condition differ too, and their effects were not separated.

At K0 = 4 and W = 4000 Å, 18 antiperiodic samples give a clearer shift. With 50 Å slices σ is higher than with 25 Å slices by 0.014 ± 0.003, 0.025 ± 0.010 and 0.06 ± 0.03 e²/h at L = 400, 800 and 1600 Å. The table is therefore not converged in slice thickness to the digits shown. Doubling the number of transverse modes at this width matters less: it moved the mean σ by at most 0.005 e²/h for K0 = 4 and 8 up to L = 1600 Å. At the full width of 8000 Å, with two pairs at each of K0 = 4 and 8, replacing 50 Å slices by 12.5 Å slices moved the mean conductivities by up to 0.13 e²/h. The fitted slopes moved by less than 0.02 e²/h, but the standard error of that shift was as large as 0.09 e²/h, so the slopes carry an uncertainty beyond their statistical errors.

**Relation to a real surface**

The parameters are in the rough range of a Bi2Se3 surface. At K0 = 8 the rms potential is (ħv/ξ)√(K0/2π) = 0.034 eV, against a rough bulk half-gap of 0.15 eV. If the Dirac point lay at mid-gap, a Gaussian potential would exceed the half-gap in magnitude over about 10⁻⁵ of the area. In Bi2Se3 it lies nearer the valence band. With a separation of 0.05 eV, for example, the potential would bring bulk states to the Fermi level over about 7% of the area, and the surface-only model would fail there. At wave number k = V_rms/(ħv), a rough band curvature of 20 eV Å² contributes 0.0025 eV, about 8% of the rms potential. A rough hexagonal warping of 130 eV Å³ contributes 0.0002 eV, below 1%.

Zero mean Fermi energy is a further idealization: a Bi2Se3 crystal can be electron-doped, and bulk carriers and the opposite surface may then conduct in parallel. The Coulomb interaction, left out of the model, adds its own logarithmic correction of opposite sign. In standard perturbation theory, not derived here, it is twice as large for an unscreened long-range interaction, so the net trend on a real surface can be a decrease. Finite phase coherence also stops the logarithm. If the coherence length were 800 Å in a 3200 Å sample, the large-σ formula would remove about 0.318 ln 4 = 0.44 e²/h. For D = vξ/2, thermal energy equals ħD/L² at 0.17 K for the longest sample. Above this scale, thermal averaging reduces sample-specific fluctuations; it is not itself a dephasing rate.

**Failure modes**

- Use odd N with periodic and even N with antiperiodic boundaries. Otherwise one momentum lacks its partner and the discrete model breaks time reversal.
- The grid cutoff π/a must exceed the local wave number |u|, and |u|d must not be large. Strong disorder needs finer grids in both directions.
- A random mass or a magnetic field breaks the time-reversal symmetry behind the protected channel and the singlet pole. Scattering to a second cone lies outside this model, and its effect depends on the symmetries that remain. In none of these cases can the growth found here simply be carried over.
- A single boundary condition at small W/L can mimic or hide growth, as the clean formula shows. Average both, or widen the sample.
